# Low-frequency phonon density of states and the elastic Debye temperature of copper

Consider a crystal with one atom of mass \(M\) per primitive cell and volume \(v_a\) per atom. Its vibrations are labelled by a wavevector \(\mathbf q=q\mathbf n\), with \(\mathbf n\) a unit vector, and a branch \(s=1,2,3\). The density of states \(g(\omega)\) is defined per atom and per unit angular frequency, so that \(\int g\,d\omega=3\). The average of a function over all directions is

\[
\langle f\rangle=\frac1{4\pi}\int d\Omega\,f(\mathbf n).
\]

The crystal is assumed harmonic, free of initial stress and stable: frequencies vanish only at \(\mathbf q=0\), and all sound speeds are positive. The forces have finite range. Under these conditions

\[
g(\omega)=a\,\omega^2+O(\omega^4),\qquad
a=\frac{v_a}{2\pi^2}\sum_{s=1}^{3}\left\langle\frac1{c_s^3}\right\rangle ,
\]

where \(c_s(\mathbf n)\) is the phase speed of sound \(\omega/q\) in the limit \(q\to0\).

The speeds come from elasticity. With displacement \(\mathbf u\), mass density \(\rho=M/v_a\) and stress \(\sigma_{ij}=C_{ijkl}\,\partial_l u_k\), repeated indices being summed, Newton's law reads

\[
\rho\,\ddot u_i=\partial_j\sigma_{ij}=C_{ijkl}\,\partial_j\partial_l u_k .
\]

For a plane wave \(\mathbf u=\mathbf e\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}\), two time derivatives give \(-\omega^2\) and two space derivatives give \(-q_jq_l\). The signs cancel. Division by \(q^2\) leaves the Christoffel equation

\[
\rho c^2e_i=\Gamma_{ik}e_k,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .
\]

In a cubic crystal with axes along the cube edges, the nonzero constants are \(C_{1111}=C_{11}\), \(C_{1122}=C_{12}\), \(C_{1212}=C_{1221}=C_{44}\), and those related to them by symmetry. Hence

\[
\Gamma_{11}=C_{11}n_1^2+C_{44}(n_2^2+n_3^2)=C_{44}+(C_{11}-C_{44})n_1^2,
\]

\[
\Gamma_{12}=C_{1122}n_1n_2+C_{1221}n_2n_1=(C_{12}+C_{44})n_1n_2 ,
\]

and the other elements follow by permuting the axes. With \(H=C_{11}-C_{12}-2C_{44}\), all of them are contained in

\[
\Gamma_{ij}=(C_{12}+C_{44})n_in_j+\delta_{ij}(C_{44}+Hn_i^2),
\]

with no sum over \(i\) in the last term.

Along [100] the matrix is diagonal, and \(\rho c^2\) equals \(C_{11}\) for the longitudinal wave and \(C_{44}\) for both transverse waves. Along [110], \(\Gamma_{11}=\Gamma_{22}=(C_{11}+C_{44})/2\), \(\Gamma_{12}=(C_{12}+C_{44})/2\) and \(\Gamma_{33}=C_{44}\). The polarizations \((1,1,0)\), \((1,-1,0)\) and \((0,0,1)\) therefore have

\[
\rho c^2=\frac{C_{11}+C_{12}+2C_{44}}2,\qquad
\frac{C_{11}-C_{12}}2,\qquad C_{44}.
\]

Along [111] every diagonal element is \((C_{11}+2C_{44})/3\) and every off-diagonal element is \((C_{12}+C_{44})/3\). The longitudinal eigenvalue is the diagonal element plus twice the off-diagonal one, \((C_{11}+2C_{12}+4C_{44})/3\). The two transverse eigenvalues are the difference, \((C_{11}-C_{12}+C_{44})/3\).

To count modes with control of the error, return to the lattice. Let \(K(\mathbf R)\) be the symmetric force-constant matrix between two atoms separated by \(\mathbf R\), so that the force on the atom at the origin is \(-\sum_{\mathbf R}K(\mathbf R)[\mathbf u(0)-\mathbf u(\mathbf R)]\). Inserting a plane wave, and combining \(\mathbf R\) with \(-\mathbf R\), gives \(\omega^2\mathbf e=D(\mathbf q)\mathbf e\) with

\[
D(\mathbf q)=\frac1M\sum_{\mathbf R}K(\mathbf R)\,[1-\cos(\mathbf q\cdot\mathbf R)].
\]

The cosine contains even powers, so \(D(q\mathbf n)=q^2[A(\mathbf n)+q^2B(\mathbf n)+\dots]\). The long-wave limit must reproduce elasticity, which identifies \(A=\Gamma/\rho\). Along a fixed direction the bracket is a symmetric matrix analytic in \(q^2\). Its eigenvalues can be followed as analytic functions of \(q^2\), even through crossings, and their derivatives are bounded by the norm of the derivative of the matrix. Since the speeds are bounded away from zero,

\[
\omega_s=c_sq\,[1+O(q^2)],\qquad
\frac{\partial\omega_s}{\partial q}=c_s\,[1+O(q^2)],
\]

with error bounds that hold uniformly over directions.

Periodic boundary conditions on a crystal of volume \(V\) allow \(V/(2\pi)^3\) wavevectors per unit volume of reciprocal space, which is \(v_a/(2\pi)^3\) per atom. In spherical coordinates \(d^3q=q^2\,dq\,d\Omega\). A frequency interval \(d\omega\) corresponds on each ray to \(dq=d\omega/(\partial\omega_s/\partial q)\), so

\[
g(\omega)=\frac{v_a}{(2\pi)^3}\sum_s\int d\Omega\,
\frac{q_s^2}{\partial\omega_s/\partial q}
=\frac{v_a\,\omega^2}{8\pi^3}\sum_s\int\frac{d\Omega}{c_s^3}\,[1+O(\omega^2)] .
\]

Two powers of \(1/c_s\) come from \(q_s^2=\omega^2/c_s^2\) and the third from \(dq/d\omega\). Replacing \(\int d\Omega\) by \(4\pi\langle\,\cdot\,\rangle\) turns the prefactor into \(v_a/2\pi^2\), which is the stated result. Stability ensures that no other part of the Brillouin zone contributes at sufficiently low frequency. If a sound speed tends to zero, as the slow [110] wave does for \(C_{11}\to C_{12}\), the uniform error estimate is lost and the frequency range of the \(\omega^2\) law can no longer be taken for granted.

The same density can also be written as an integral over the surface of constant frequency, \(\int dS/|\mathbf v_g|\), where \(\mathbf v_g=\nabla_{\mathbf q}\omega\) is the group velocity. The appearance of phase speeds in \(a\) is consistent with this. In the elastic limit \(\omega(\lambda\mathbf q)=\lambda\omega(\mathbf q)\). Differentiating with respect to \(\lambda\) at \(\lambda=1\) gives \(\mathbf q\cdot\mathbf v_g=\omega\), or

\[
\mathbf n\cdot\mathbf v_g=c .
\]

The surface normal is \(\mathbf v_g/|\mathbf v_g|\). An element \(dS\) seen from the origin has projected area \(q^2d\Omega=dS\,(\mathbf n\cdot\mathbf v_g)/|\mathbf v_g|\), and therefore

\[
\frac{dS}{|\mathbf v_g|}=\frac{q^2d\Omega}{\mathbf n\cdot\mathbf v_g}=\frac{q^2d\Omega}{c}.
\]

The obliquity of the surface compensates for the larger group speed. Replacing \(c^{-3}\) by \(|\mathbf v_g|^{-3}\) in the angular average would omit this compensation.

Branch labels may be ambiguous where speeds cross, but the sum needs none:

\[
\sum_s\frac1{c_s^3}=\operatorname{Tr}A(\mathbf n)^{-3/2}.
\]

The elements of \(A\) are polynomials in the components of \(\mathbf n\), and \(A\) is positive definite, so this trace is a smooth function on the sphere and angular quadrature converges rapidly for moderate anisotropy. When one speed is much smaller than the others, the function is sharply peaked around the soft directions and a much finer angular mesh is needed.

The Debye model continues \(a\omega^2\) up to a cutoff \(\omega_D\) that gives three modes per atom:

\[
\int_0^{\omega_D}a\,\omega^2d\omega=\frac{a\,\omega_D^3}{3}=3
\quad\Longrightarrow\quad
\omega_D=\left(\frac9a\right)^{1/3}.
\]

Define the Debye speed by \(3/c_D^3=\sum_s\langle c_s^{-3}\rangle\). Then \(a=3v_a/(2\pi^2c_D^3)\), so \(9/a=6\pi^2c_D^3/v_a\), and the elastic Debye temperature is

\[
\Theta=\frac{\hbar\omega_D}{k_B}
=\frac{\hbar}{k_B}\left(\frac{6\pi^2}{v_a}\right)^{1/3}c_D .
\]

The cutoff is a convention and does not describe the upper part of the real spectrum. What \(\Theta\) does describe is the lattice heat capacity at low temperature. A mode with \(x=\hbar\omega/k_BT\) contributes \(k_Bx^2e^x/(e^x-1)^2\). This factor suppresses large \(x\) exponentially, so at low \(T\) the density may be replaced by \(a\omega^2\) and the upper limit by infinity:

\[
C_V=k_Ba\left(\frac{k_BT}{\hbar}\right)^3
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx .
\]

Since \(e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}\), integration by parts with vanishing boundary terms gives \(4\int_0^\infty x^3(e^x-1)^{-1}dx\). Expanding \((e^x-1)^{-1}=\sum_{m\ge1}e^{-mx}\) yields \(4\cdot6\sum_m m^{-4}=24\,\pi^4/90=4\pi^4/15\). With \(a=9/\omega_D^3\), the heat capacity per atom is

\[
C_V=\frac{12\pi^4}{5}\,k_B\left(\frac T\Theta\right)^3 .
\]

The \(O(\omega^4)\) term in \(g\) produces a relative correction of order \(T^2\). In a metal the electronic heat capacity must be separated before \(\Theta\) is compared with a calorimetric value, and the elastic constants must refer to low temperature.

When \(H=0\), the matrix \(\Gamma\) has eigenvalue \(C_{11}\) for polarization along \(\mathbf n\) and \(C_{44}\) twice for polarizations across it, whatever the direction. The sum then reduces to \(c_L^{-3}+2c_T^{-3}\). For \(H\ne0\) one can ask what happens if the crystal is first replaced by an isotropic medium. Hold \(\mathbf n\) fixed and average \(\Gamma\) over all rotations of the crystal. The result is unchanged by rotations about \(\mathbf n\), so, being symmetric, it has one longitudinal eigenvalue \(L\) and a double transverse eigenvalue \(G\). They are fixed by

\[
L=\langle n_i\Gamma_{ij}n_j\rangle,\qquad L+2G=\langle\operatorname{Tr}\Gamma\rangle ,
\]

because rotating the crystal at fixed \(\mathbf n\) samples the same values of these scalars as moving \(\mathbf n\) over the sphere. From the compact form of \(\Gamma\), \(n_i\Gamma_{ij}n_j=C_{12}+2C_{44}+H\sum_in_i^4\), and \(\langle n_i^4\rangle=1/5\) for each axis. Thus

\[
L=C_{12}+2C_{44}+\tfrac35H=\frac{3C_{11}+2C_{12}+4C_{44}}5 .
\]

The trace is \((C_{12}+C_{44})+3C_{44}+H=C_{11}+2C_{44}\), independent of direction. Hence

\[
G=\frac{C_{11}+2C_{44}-L}2=\frac{C_{11}-C_{12}+3C_{44}}5,
\qquad L=K+\tfrac43G,
\]

with \(K=(C_{11}+2C_{12})/3\). These are the Voigt moduli.

They give an upper bound on \(\Theta\). Let \(f(x)=x^{-3/2}\), which is convex for \(x>0\). Let \(X\) be the rotated matrix \(\Gamma/\rho\), \(\bar X\) its average over rotations, and \(\mathbf v_i\) orthonormal eigenvectors of \(\bar X\). Then

\[
\operatorname{Tr}f(\bar X)=\sum_i f\big(\overline{\mathbf v_i\cdot X\mathbf v_i}\big)
\le\sum_i\overline{f(\mathbf v_i\cdot X\mathbf v_i)}
\le\overline{\operatorname{Tr}f(X)} .
\]

The first inequality is Jensen's for the average over rotations. The second is Jensen's again: \(\mathbf v_i\cdot X\mathbf v_i\) is an average of the eigenvalues of \(X\), weighted by the squared projections of \(\mathbf v_i\) on its eigenvectors, so \(f\) of it cannot exceed \(\mathbf v_i\cdot f(X)\mathbf v_i\). The right-hand side is \(\sum_s\langle c_s^{-3}\rangle\) of the actual crystal. A larger sum means a smaller \(\Theta\), and therefore \(\Theta\le\Theta_{\text{Voigt}}\). Physically, slow directions add more to the average inverse cube than fast directions remove.

As a worked example modelled on copper at low temperature, adopt the inputs \(C_{11}=176\), \(C_{12}=125\), \(C_{44}=82\) GPa and a cubic lattice constant \(a_0=3.60\) Å. These are rounded, adopted values rather than reference data, and extra digits below are carried only so that the arithmetic can be followed. The fcc cube contains four atoms, so \(v_a=3.60^3/4=11.664\) Å\(^3\), and the atomic mass 63.546 u gives \(\rho=9046.7\) kg/m\(^3\). The slow [110] wave has modulus \((176-125)/2=25.5\) GPa and speed

\[
c=\sqrt{\frac{25.5\times10^9}{9046.7}}\ \text{m/s}=1679\ \text{m/s}.
\]

The speeds in m/s, in ascending order, are 3011, 3011, 4411 along [100]; 1679, 3011, 5070 along [110]; and 2214, 2214, 5271 along [111]. Group and phase speeds can differ considerably: for the slow branch along [125] they are 3249 and 2335 m/s.

The angular quadrature gives

\[
\sum_s\langle c_s^{-3}\rangle=1.6661\times10^{-10}\ \text{s}^3/\text{m}^3 .
\]

With speeds ordered in each direction, the slow, middle and fast branches contribute 68, 27 and 5 per cent. The coefficient is

\[
a=\frac{(1.1664\times10^{-29})(1.6661\times10^{-10})}{2\pi^2}\ \text{s}^3
=9.845\times10^{-41}\ \text{s}^3 .
\]

In terms of ordinary frequency \(\nu=\omega/2\pi\), the condition \(g(\nu)d\nu=g(\omega)d\omega\) multiplies the coefficient by \((2\pi)^3\), giving \(g(\nu)=0.0244\,\nu^2\) per atom and per THz, with \(\nu\) in THz. The Debye speed is \(c_D=(3/1.666\times10^{-10})^{1/3}=2621\) m/s, and

\[
\omega_D=\left(\frac{9}{9.845\times10^{-41}}\right)^{1/3}\text{s}^{-1}
=4.505\times10^{13}\ \text{s}^{-1},\qquad
\Theta=\frac{\hbar\omega_D}{k_B}=344\ \text{K}.
\]

The corresponding \(\nu_D\) is 7.17 THz.

Raising \(C_{11}\), \(C_{12}\) or \(C_{44}\) separately by 1 GPa changes \(\Theta\) by \(+1.50\), \(-1.45\) or \(+1.04\) K. The first two nearly cancel if both constants rise together, so the result depends far more on \(C_{11}-C_{12}\) than on a common shift. If each constant is uncertain by 0.5 GPa through rounding, the linear changes add in the worst case to \(0.5(1.50+1.45+1.04)\approx2\) K. At fixed mass and elastic constants, \(\Theta\propto v_a^{-1/3}\rho^{-1/2}\propto a_0^{1/2}\), so a rounding of 0.005 Å in \(a_0\) matters by only about 0.2 K. The third digit of 344 K is therefore uncertain by about two units from rounding alone, apart from any further difference between these inputs and the constants of the real metal.

The Voigt moduli are \(K=142.0\) and \(G=59.4\) GPa. They give 377 K, about 9 per cent above the anisotropic result and on the side required by the inequality. Using the [100] speeds as if they held in every direction gives 431 K, about 25 per cent too high. Those speeds contain no \(C_{12}\) and so miss the soft shear modulus \((C_{11}-C_{12})/2\) altogether.

An independent check counts the modes of a lattice without using the angular average. Give an fcc crystal nearest-neighbour forces with, for \(\mathbf R=\pm(a_0/2)(1,\eta,0)\) and \(\eta=\pm1\),

\[
K(\mathbf R)=\begin{pmatrix}\alpha&\eta\gamma&0\\ \eta\gamma&\alpha&0\\0&0&\beta\end{pmatrix},
\]

and the corresponding matrices for the other neighbours. At small \(q\), \(D=\frac1{2M}\sum K(\mathbf R)(\mathbf q\cdot\mathbf R)^2\). For \(\mathbf q\) along \(x\), eight neighbours have \((\mathbf q\cdot\mathbf R)^2=q^2a_0^2/4\). All eight have \(K_{xx}=\alpha\), while four have \(K_{yy}=\alpha\) and four have \(K_{yy}=\beta\). Thus

\[
D_{xx}=\frac{\alpha a_0^2q^2}{M},\qquad
D_{yy}=\frac{(\alpha+\beta)a_0^2q^2}{2M}.
\]

For general \(\mathbf q\), the four neighbours in the \(xy\) plane give

\[
D_{xy}=\frac{\gamma a_0^2}{8M}\,2\big[(q_x+q_y)^2-(q_x-q_y)^2\big]
=\frac{\gamma a_0^2q_xq_y}{M}.
\]

Multiplying by \(\rho=4M/a_0^3\) and comparing with \(q^2\Gamma\) yields

\[
C_{11}=\frac{4\alpha}{a_0},\qquad
C_{44}=\frac{2(\alpha+\beta)}{a_0},\qquad
C_{12}+C_{44}=\frac{4\gamma}{a_0}.
\]

For the present inputs \(\alpha=15.84\), \(\beta=-1.08\) and \(\gamma=18.63\) N/m. The negative \(\beta\) does not by itself imply instability, since the frequencies depend on the whole matrix sum; they are positive at all sampled points of the zone.

The number of modes per atom below 0.8 THz, counted on a wavevector grid, is 1.0071 times \(a\omega^3/3\). Below 0.4 THz the ratio is 1.0016. Removing a correction proportional to \(\omega^2\) from this pair gives 0.9998, which agrees with unity within the tolerance of 0.004 set for the finite grid. The lattice heat capacity, integrated with the full dispersion, exceeds the \(T^3\) law by 0.35 per cent at 4 K and 0.09 per cent at 2 K, and the same extrapolation gives a ratio of 0.99997. The limiting value checks \(\Theta\) and the \(T^3\) coefficient for these elastic constants. This integral is itself done over rays and directions, so it is the mode count that avoids the angular average. The size of the corrections belongs to this force model: other forces with the same three elastic constants give the same \(\Theta\) but a different departure from the \(T^3\) law. The screened forces of a real metal also have a long-range tail, so the finite range assumed in the error estimate is an idealization for copper.

## Computed results

```
INPUTS: rounded low-temperature data for copper
C11, C12, C44 = 176, 125, 82 GPa
cubic lattice constant = 3.60 angstrom
atomic mass = 63.546 u
volume per atom = 11.664 angstrom^3
density = 9046.7 kg/m^3
PHASE SPEEDS, ascending
[100]: 3010.7, 3010.7, 4410.7 m/s
[110]: 1678.9, 3010.7, 5069.5 m/s
[111]: 2213.7, 2213.7, 5270.8 m/s
direction [125], slow branch: phase speed = 2334.9 m/s
direction [125], slow branch: group speed = 3248.7 m/s
ANGULAR AVERAGE AND DEBYE TEMPERATURE
<c^-3>, slow branch = 1.13084e-10 s^3/m^3, share = 67.87 %
<c^-3>, middle branch = 4.53021e-11 s^3/m^3, share = 27.19 %
<c^-3>, fast branch = 8.22036e-12 s^3/m^3, share = 4.93 %
sum of <c^-3> = 1.66606e-10 s^3/m^3
relative change with finer angles = -2.8e-15
omega^2 coefficient per atom = 9.84483e-41 s^3
same for g(nu) = 2.44201e-02 THz^-3
Debye speed = 2621.1 m/s
Debye angular frequency = 4.5048e+13 rad/s
Debye frequency = 7.170 THz
elastic Debye temperature = 344.09 K
COMPARISONS
Voigt moduli K, G = 142.00, 59.40 GPa
Debye temperature, Voigt moduli = 376.53 K
Debye temperature, [100] speeds only = 430.72 K
change of Theta for C11 + 1 GPa = +1.496 K
change of Theta for C12 + 1 GPa = -1.447 K
change of Theta for C44 + 1 GPa = +1.044 K
LATTICE TEST
force constants alpha, beta, gamma = 15.840, -1.080, 18.630 N/m
modes per atom below 0.4 THz = 5.21801e-04, counted/formula = 1.00161
modes per atom below 0.8 THz = 4.19717e-03, counted/formula = 1.00707
count ratio extrapolated to zero frequency = 0.99979
C_V per atom at 2 K = 4.59472e-05 k_B, lattice/T^3 law = 1.000856
C_V per atom at 4 K = 3.68557e-04 k_B, lattice/T^3 law = 1.003521
heat ratio extrapolated to zero temperature = 0.999967
```
